\section*{Residence Times in Identical Stirred Tanks in Series, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: The residence-time law}

\subsection{Result and conditions}

Let gas flow steadily through $N$ perfectly mixed tanks in series, each with the same mean residence time $\theta$. The time $t$ that a molecule of a passive tracer spends in the chain has the probability density
\begin{equation}
E_N(t)=\frac{t^{N-1}e^{-t/\theta}}{(N-1)!\,\theta^N},\qquad t\ge 0 .
\label{eq:gamma}
\end{equation}
This is a gamma density with shape $N$ and scale $\theta$. Its mean $\tau$ and variance $\sigma^2$ are
\begin{equation}
\tau=N\theta,\qquad \sigma^2=N\theta^2=\frac{\tau^2}{N}.
\label{eq:result}
\end{equation}

The conditions are these. The flow is steady and one way: nothing flows or diffuses back into an earlier tank. The pipes between tanks hold a negligible amount of gas. The tracer is carried along without reacting, sticking to walls or disturbing the flow. Perfect mixing means that the composition is uniform within each tank, so the gas leaving a tank has the composition of the gas inside it.

For a tank of volume $V$ and volumetric flow $Q$, both taken at the pressure and temperature of that tank,
\begin{equation}
\theta=\frac{V}{Q}.
\label{eq:theta}
\end{equation}
``Identical'' refers to this ratio. In a gas, $Q$ can change along the chain even when the molar flow $F$ is constant. The ideal gas law gives $Q=FRT/p$, and therefore $\theta=pV/(FRT)$, which is the amount of gas held divided by the molar flow. Two tanks of equal volume and pressure but different temperatures are thus not identical in the sense needed here.

\subsection{One tank}

Put a small amount $m$ of tracer into one tank at $t=0$, and let the feed contain none afterwards. If $C(t)$ is the amount of tracer per volume, the tank contains $VC$ and loses tracer at the rate $QC$. The balance is
\begin{equation}
V\frac{dC}{dt}=-QC,
\qquad\text{so}\qquad
\frac{dC}{dt}=-\frac{C}{\theta}.
\end{equation}
With the initial value $C(0)=m/V$, the solution is $C=(m/V)e^{-t/\theta}$. The fraction of the tracer leaving per unit time is the outflow $QC$ divided by $m$:
\begin{equation}
E_1(t)=\frac{QC(t)}{m}=\frac{Q}{V}e^{-t/\theta}
=\frac{1}{\theta}e^{-t/\theta}.
\label{eq:one}
\end{equation}
This is equation~\eqref{eq:gamma} for $N=1$.

The same law can be read molecule by molecule. In a short time $dt$ the volume $Q\,dt$ leaves the tank. Because the tank is uniform, a molecule inside belongs to that volume with probability $Q\,dt/V=dt/\theta$. The probability does not depend on how long the molecule has already been there. A perfectly mixed tank keeps no record of age, and this is why some molecules leave almost at once while others stay for several times $\theta$.

\subsection{Adding tanks}

A molecule entering the next tank is mixed into its contents in the same way whatever its earlier history. Its stay in the new tank is therefore independent of the time already spent in the chain. To spend a total time $t$ in $k+1$ tanks, it must spend some time $s$ in the first $k$ and the remainder $t-s$ in the last. Adding the probabilities of all divisions gives
\begin{equation}
E_{k+1}(t)=\int_0^t E_k(s)\,E_1(t-s)\,ds .
\label{eq:conv}
\end{equation}

Suppose that equation~\eqref{eq:gamma} holds for $N=k$. Substitution gives
\begin{align}
E_{k+1}(t)
&=\int_0^t
\frac{s^{k-1}e^{-s/\theta}}{(k-1)!\,\theta^k}
\,\frac{e^{-(t-s)/\theta}}{\theta}\,ds \nonumber\\
&=\frac{e^{-t/\theta}}{(k-1)!\,\theta^{k+1}}
\int_0^t s^{k-1}\,ds .
\end{align}
The exponentials have combined to $e^{-t/\theta}$, which does not depend on $s$ and can leave the integral. This happens because all tanks have the same $\theta$. The remaining integral is $t^k/k$, and $k(k-1)!=k!$, so
\begin{equation}
E_{k+1}(t)=\frac{t^k e^{-t/\theta}}{k!\,\theta^{k+1}} .
\end{equation}
This is equation~\eqref{eq:gamma} for $N=k+1$. Since the formula holds for one tank, it holds for every whole number of tanks.

\subsection{Mean and variance}

The moments need the integral
\begin{equation}
I_m=\int_0^\infty t^m e^{-t/\theta}\,dt .
\end{equation}
For $m=0$ it equals $\theta$. For $m\ge1$, integration by parts gives
\begin{equation}
I_m=\left[-\theta t^m e^{-t/\theta}\right]_0^\infty
+m\theta\int_0^\infty t^{m-1}e^{-t/\theta}\,dt
=m\theta I_{m-1}.
\end{equation}
The bracket vanishes at both ends. Repeating the step down to $I_0$ yields $I_m=m!\,\theta^{m+1}$.

With $m=N-1$, the total probability is
\begin{equation}
\int_0^\infty E_N\,dt
=\frac{(N-1)!\,\theta^N}{(N-1)!\,\theta^N}=1 .
\end{equation}
One more factor of $t$ gives the mean, and two more give the mean square:
\begin{align}
\langle t\rangle
&=\frac{N!\,\theta^{N+1}}{(N-1)!\,\theta^N}=N\theta=\tau,\\
\langle t^2\rangle
&=\frac{(N+1)!\,\theta^{N+2}}{(N-1)!\,\theta^N}
=N(N+1)\theta^2 .
\end{align}
The variance is the mean square minus the square of the mean:
\begin{equation}
\sigma^2=N(N+1)\theta^2-N^2\theta^2
=N\theta^2=N\left(\frac{\tau}{N}\right)^2=\frac{\tau^2}{N}.
\end{equation}
This proves equation~\eqref{eq:result}.

The result also follows from independence. One tank has mean square $2\theta^2$ and hence variance $2\theta^2-\theta^2=\theta^2$. When independent times are added, the average product of their deviations from the mean is zero, so the variances add to $N\theta^2$. The variance thus grows as more tanks of fixed $\theta$ are added. It falls as $1/N$ when a fixed total time $\tau$ is divided among more tanks. These are different comparisons, and the quantity held fixed has to be named.

\subsection{Shape and limiting cases}

For $N>1$ the most probable time follows from the logarithm of the density:
\begin{equation}
\frac{d}{dt}\ln E_N=\frac{N-1}{t}-\frac{1}{\theta}=0
\quad\Longrightarrow\quad
t_{\rm peak}=(N-1)\theta .
\end{equation}
The derivative changes from positive to negative there, so this is a maximum. It lies one tank time before the mean. For $N=1$ the density is largest at $t=0$.

At early times $E_N$ is proportional to $t^{N-1}$. A chain of several tanks therefore releases little tracer at first, since a molecule must make several early exits in succession.

For large $N$ at fixed $\tau$, the stay becomes nearly the same for almost all molecules. To show this, let $P_\epsilon$ be the probability that $t$ differs from $\tau$ by more than $\epsilon\tau$, with $\epsilon>0$. Keeping those times alone in the integral for the variance can only reduce it:
\begin{equation}
\sigma^2=\int_0^\infty (t-\tau)^2E_N\,dt
\ge \epsilon^2\tau^2P_\epsilon .
\end{equation}
Using $\sigma^2=\tau^2/N$ gives
\begin{equation}
P_\epsilon\le\frac{1}{N\epsilon^2}.
\end{equation}
This is an upper bound, not an estimate of $P_\epsilon$. It tends to zero for any fixed $\epsilon$, which is the plug-flow limit: gas passes through in the order in which it entered.

\subsection{Switching off a feed}

Epitaxy often needs a sudden change of precursor. Let the tanks be filled at a steady feed composition, and replace the precursor at $t=0$ by an equal flow of clean carrier gas. Gas that leaves at time $t$ still carries precursor if it entered before the switch, that is, if its stay exceeded $t$. The outlet fraction, relative to its value before the switch, is therefore
\begin{equation}
W_N(t)=\int_t^\infty E_N(s)\,ds .
\label{eq:Wdef}
\end{equation}
With $x=t/\theta$, it has the closed form
\begin{equation}
W_N=e^{-x}\sum_{k=0}^{N-1}\frac{x^k}{k!}.
\label{eq:washout}
\end{equation}
To prove this, differentiate the right-hand side:
\begin{align}
\frac{dW_N}{dx}
&=e^{-x}\left[
\sum_{k=1}^{N-1}\frac{x^{k-1}}{(k-1)!}
-\sum_{k=0}^{N-1}\frac{x^k}{k!}\right]\nonumber\\
&=-e^{-x}\frac{x^{N-1}}{(N-1)!}.
\end{align}
The first sum cancels every term of the second except the last; for $N=1$ the first sum is empty. Since $dx/dt=1/\theta$, it follows that $dW_N/dt=-E_N$. Equation~\eqref{eq:Wdef} has the same derivative, and both expressions vanish as $t\to\infty$, so they are equal.

At fixed $\tau$, division into tanks delays the start of the fall but makes the late tail shorter. One tank decays as $e^{-t/\tau}$. The chain decays as $e^{-Nt/\tau}$ times a polynomial, and at late times the faster exponential wins. A chain is thus cleaner than one tank after a long purge, though it can be less clean early in the purge.

\subsection{Unequal tanks and an effective number}

If the tanks have different mean times $\theta_i$, their stays are still independent, and
\begin{equation}
\tau=\sum_{i=1}^N\theta_i,\qquad
\sigma^2=\sum_{i=1}^N\theta_i^2 .
\label{eq:unequal}
\end{equation}
Write $\theta_i=\tau/N+\delta_i$, where $\sum_i\delta_i=0$. Then
\begin{equation}
\sigma^2=\frac{\tau^2}{N}
+\frac{2\tau}{N}\sum_i\delta_i+\sum_i\delta_i^2
=\frac{\tau^2}{N}+\sum_i\delta_i^2
\ge\frac{\tau^2}{N}.
\end{equation}
Equality requires every $\delta_i$ to vanish. For a given total time and number of ideal tanks, equal tanks give the smallest spread.

A measured mean and variance can be expressed through an effective tank number,
\begin{equation}
N_{\rm eff}=\frac{\tau^2}{\sigma^2}.
\label{eq:neff}
\end{equation}
It need not be whole, and it does not prove that such tanks exist. Consider a plug-flow pipe with delay $(\sqrt3-1)\theta$ followed by one stirred tank of mean time $\theta$. The total mean is $\sqrt3\,\theta$. The fixed delay adds no variance, so $\sigma^2=\theta^2$ and $N_{\rm eff}=3$. Yet no tracer leaves before the delay has passed, whereas three real tanks release some at any positive time. The full curve distinguishes cases that two moments do not.

\subsection{A tracer that is consumed}

The assumption of an unreactive tracer matters in a growth chamber. Let each molecule be lost at a constant rate $k_r$ throughout the chain. A molecule whose stay would be $t$ survives with probability $e^{-k_rt}$. The surviving fraction is
\begin{align}
f_N&=\int_0^\infty E_N(t)e^{-k_rt}\,dt\nonumber\\
&=\frac{1}{(N-1)!\,\theta^N}
\int_0^\infty t^{N-1}
e^{-t(1+k_r\theta)/\theta}\,dt\nonumber\\
&=\frac{1}{(1+k_r\theta)^N}.
\end{align}
The last step uses $I_{N-1}$ with $\theta$ replaced by $\theta/(1+k_r\theta)$. After division by $f_N$, the density of the survivors is again a gamma density, now with this shorter scale. Their mean time and variance are $N\theta/(1+k_r\theta)$ and $N\theta^2/(1+k_r\theta)^2$. Loss removes preferentially the molecules that would have stayed longest. The ratio of variance to squared mean remains $1/N$ in this model of equal loss rates, but the mean is no longer $V/Q$ per tank.

\section{Part II: A feed train for epitaxy}

\subsection{Symbols and results carried over}

A chain of $N$ perfectly mixed tanks has mean time $\theta=V/Q$ per tank, where $V$ is the tank volume and $Q$ the volumetric flow. The total mean is $\tau=N\theta$, and the variance is $\sigma^2=\tau^2/N$. After the precursor is switched off, the outlet fraction is
\begin{equation}
W_N(t)=e^{-x}\sum_{k=0}^{N-1}\frac{x^k}{k!},
\qquad x=\frac{t}{\theta}.
\end{equation}
For independent unequal tanks the mean times $\theta_i$ add, and so do the variances $\theta_i^2$. The effective tank number is $N_{\rm eff}=\tau^2/\sigma^2$.

\subsection{The ideal chain in numbers}

The example is a feed train for low-pressure silicon-germanium epitaxy. A mixing vessel and two showerhead plenums, each of $500\ \mathrm{cm^3}$, are joined in series at 300~K and 1~Torr. The flow is 50~sccm, mostly hydrogen, where sccm means cubic centimetres per minute at 273.15~K and 760~Torr. Dilute germane is switched off and replaced by an equal hydrogen flow.

At fixed molar flow, the volume is proportional to $T/p$. Hence
\begin{equation}
Q=\frac{50}{60}\,\frac{760}{1}\,\frac{300}{273.15}
\ \mathrm{cm^3/s}
=695.6\ \mathrm{cm^3/s}.
\end{equation}
The times are
\begin{align}
\theta&=\frac{500}{695.6}\ \mathrm{s}=0.719\ \mathrm{s},
&\tau&=3\theta=2.156\ \mathrm{s},\\
\sigma^2&=\frac{(2.156\ \mathrm{s})^2}{3}
=1.550\ \mathrm{s^2},
&\sigma&=1.245\ \mathrm{s}.
\end{align}
Solving the three tank balances directly, without the gamma density, also gives a variance of $1.5501\ \mathrm{s^2}$. The density peaks at $2\theta=1.438$~s.

For three tanks, $W_3=e^{-x}(1+x+x^2/2)$. At $t=\tau$, where $x=3$, the outlet still carries the fraction $8.5e^{-3}=0.423$ of its original germane content. Solving for lower levels gives 10\% after 3.83~s and 1\% after 6.04~s. A single tank with the same total volume and flow has $W_1=e^{-t/\tau}$ and needs $\tau\ln100=9.93$~s to reach 1\%. At $t=\tau$, however, it has already fallen to $e^{-1}=0.368$, below the chain. Division shortens the deep purge here, but not the first part of the fall.

At a growth rate $G=10$~nm/min, or $0.1667$~nm/s, the film grown during one standard deviation is
\begin{equation}
G\sigma=0.1667\times1.245\ \mathrm{nm}=0.208\ \mathrm{nm}.
\end{equation}
The outlet falls from 90\% at 0.792~s to 10\% at 3.826~s, during which 0.506~nm grows. These lengths describe the gas transition at the end of the feed train. They become widths of the germanium profile if the growth rate is constant and the germanium content follows the gas composition linearly and without delay.

For identical, perfectly mixed tanks in series, the residence time follows a gamma density with variance $\tau^2/N$, which gives $\sigma=1.245$~s, or 0.208~nm of film growth, for the three-vessel feed train. It remains to examine imperfect mixing, diffusion back through the ports, the pressure drop, the heated growth chamber and germanium segregation in the film.

Numerical values quoted here were computed with a short program.
